# Why superlattice thermal conductivity can have a minimum versus period

A thermal calculation for a superlattice must first choose what to put in. One option stacks bulk layers and assigns a resistance to each interface. The other takes phonon velocities from the superlattice's own unit cell. For sharp interfaces and a given lifetime, the first predicts that a shorter period conducts worse. The second predicts that it conducts better, as long as periods are only a few planes. If phonon lifetimes are long enough, each holds at one end of the range of periods, and where they meet the conductivity can have a minimum. For the lifetimes used below, neither is accurate at that minimum on its own.

## A model that contains both regimes

Take a simple cubic lattice of spacing $a$, with equal springs $K$. A period has $N$ atomic planes, half of mass $m$ and half of mass $M$, so its length is $L=Na$. Displacements are scalar, and three identical copies stand for the polarizations. Heat flows across the planes, and vibrations are classical.

Each atom also touches a heat bath that relaxes its energy at rate $\gamma=1/\tau$. This represents anharmonic scattering. The bath temperatures are set so that no bath gains or loses energy on average, so heat is conserved locally.

The planes are uniform, so the in-plane wavevector is conserved. It enters through $s=4-2\cos k_xa-2\cos k_ya$, which runs from 0 to 8. With $y_j=\sqrt{m_j}\,u_j$, where $u_j$ is the displacement of plane $j$, each $s$ gives a chain $\ddot y=-Dy-\gamma\dot y+\xi$, with

$$D_{jj}=\frac{(s+2)K}{m_j},\qquad D_{j,j+1}=-\frac{K}{\sqrt{m_jm_{j+1}}}.$$

The noise satisfies $\langle\xi_j(t)\xi_l(t')\rangle=2\gamma k_BT_j\delta_{jl}\delta(t-t')$, which gives equipartition when all $T_j$ are equal.

Let $D$ have real eigenvectors $e_a(j)$ in a finite crystal, with eigenvalues $\omega_a^2$ and mode coordinates $\eta_a$. Define $X=\langle\eta_a\eta_b\rangle$, $Y_{ab}=\langle\eta_a\dot\eta_b\rangle$, $V=\langle\dot\eta_a\dot\eta_b\rangle$ and $\Theta_{ab}=\sum_je_a(j)T_je_b(j)$. In the steady state the time derivatives of $X$, $Y_{ab}$, $Y_{ba}$ and $V$ vanish:

$$Y_{ab}+Y_{ba}=0,$$
$$V-\omega_b^2X-\gamma Y_{ab}=0,\qquad V-\omega_a^2X-\gamma Y_{ba}=0,$$
$$-\omega_a^2Y_{ab}-\omega_b^2Y_{ba}-2\gamma V+2\gamma k_B\Theta_{ab}=0.$$

Let $S=\omega_a^2+\omega_b^2$ and $\Delta=\omega_a^2-\omega_b^2$. Adding the two middle equations gives $X=2V/S$. Subtracting them gives $2\gamma Y_{ab}=\Delta X$. The last equation is $\Delta Y_{ab}+2\gamma V=2\gamma k_B\Theta_{ab}$, and substitution turns it into

$$V\left(\frac{\Delta^2}{\gamma S}+2\gamma\right)=2\gamma k_B\Theta_{ab}.$$

Therefore

$$V=f_{ab}k_B\Theta_{ab},\qquad f_{ab}=\frac{2\gamma^2S}{2\gamma^2S+\Delta^2}.$$

Returning to planes, the kinetic temperature of plane $j$ is $\sum_lW_{jl}T_l$, with

$$W_{jl}=\sum_{ab}e_a(j)e_b(j)f_{ab}e_a(l)e_b(l),$$

averaged over in-plane wavevectors. Noise supplies power $\gamma k_BT_j$ and friction removes $\gamma\langle\dot y_j^2\rangle$, so the net bath power per atom and polarization is

$$P_j=\gamma k_B\Big(T_j-\sum_lW_{jl}T_l\Big).$$

In an infinite stack, use a slow modulation $T_j=t_je^{iQja}$. It connects Bloch modes $a$ at $k+Q/2$ with modes $b$ at $k-Q/2$:

$$W_{ij}(Q)=\Big\langle\sum_{ab}e_a(i)e_b^*(i)f_{ab}e_a^*(j)e_b(j)\Big\rangle.$$

Let $\lambda$ be the smallest eigenvalue of $1-W(Q)$. Its eigenvector becomes uniform as $Q\to0$, with a first-order correction that describes the uneven temperature profile inside a period. Holding this modulation steady takes power $3\gamma k_B\lambda T/a^3$ per volume, which vanishes as $Q^2$. Fourier's law requires $\kappa Q^2T$. Hence

$$\kappa=\lim_{Q\to0}\frac{3k_B\gamma\lambda}{Q^2a^3}.$$

This was tested against a 40-atom chain at $s=1$, with $N=4$ and $\gamma=0.3\sqrt{K/m}$, whose heat flux was computed from the bond forces. The reduced conductivities are 0.15819 for the chain and 0.15815 for the infinite stack.

## Short periods: minibands lose velocity

Suppose $\gamma$ is small compared with the gaps between minibands. Evaluate $1-W$ in the uniform vector $t_j=1/\sqrt N$. Completeness of the eigenvectors gives $\sum_{ab}|e_b^\dagger e_a|^2=N$, so

$$\lambda\simeq\frac1N\Big\langle\sum_{ab}|e_b^\dagger e_a|^2(1-f_{ab})\Big\rangle.$$

For one band $n$ with group velocity $v_n$, small $Q$ gives $\Delta=2\omega_nv_nQ$, $S=2\omega_n^2$ and $|e_b^\dagger e_a|^2\to1$. Then

$$1-f_{nn}\to\frac{\Delta^2}{2\gamma^2S}=\frac{4\omega_n^2v_n^2Q^2}{4\gamma^2\omega_n^2}=\frac{v_n^2Q^2}{\gamma^2},$$

and the coherent conductivity is

$$\kappa_{\rm coh}=\frac{3k_B\langle v_n^2\rangle}{\gamma a^3},$$

where the average covers all bands and wavevectors. At $N=4$ and $\gamma=0.004\sqrt{K/m}$, the full conductivity divided by this formula is 1.0006.

Different bands contribute as well. For them $1-f_{ab}\to1$ and the overlap $|e_b^\dagger e_a|^2$ is proportional to $Q^2$, so their part of $\kappa$ is proportional to $\gamma$. The uneven temperature profile adds a second-order correction. Written for $\gamma(1-W)$, the operator whose smallest eigenvalue sets $\kappa$, its matrix elements and its denominators are both proportional to $\gamma$, so the correction is too. At fixed $N$ and wide gaps,

$$\kappa\simeq\frac{A_N}{\gamma}+B_N\gamma.$$

The first term is travel within minibands. The second is transfer between them, which scattering assists, less the reduction caused by the uneven temperature profile.

Folding a band into a smaller zone does not slow phonons: a uniform crystal treated as a four-plane period gives 0.9995 times its unfolded conductivity. Mass contrast does slow them. A uniform light crystal has

$$\omega^2=\frac Km(s+2-2\cos ka),$$

so at fixed $s$ its band spans $[s,s+4]K/m$. The heavy band spans $[s,s+4]K/M$. They overlap if $s/m<(s+4)/M$, that is, if

$$s<\frac{4}{M/m-1}.$$

For $M/m=2.607$ the limit is $s<2.49$, out of a range reaching 8. Beyond it, a vibration that propagates in one material is evanescent in the other. Its amplitude there falls as $e^{-qx}$, with $2\cosh qa=|s+2-m_j\omega^2/K|$ and $m_j$ the mass in the evanescent layer. Thicker layers therefore suppress tunnelling, and those minibands flatten. Modes that propagate in both materials keep some velocity, so the coherent conductivity levels off instead of vanishing.

## Long periods: resistances add

Once layers are thick compared with the free paths, phonons equilibrate between interfaces. A heat flux $J$ then produces a temperature drop per period of

$$\delta T=J\left(\frac{L}{2\kappa_l}+\frac{L}{2\kappa_h}+2R\right),$$

where $\kappa_l$ and $\kappa_h$ are the light and heavy bulk conductivities and $R$ is the resistance of one interface. Since $\kappa=JL/\delta T$,

$$\kappa=\frac{L}{\rho L+2R},\qquad\rho=\frac12\left(\frac1{\kappa_l}+\frac1{\kappa_h}\right).$$

For constant positive $R$,

$$\frac{d\kappa}{dL}=\frac{(\rho L+2R)-\rho L}{(\rho L+2R)^2}=\frac{2R}{(\rho L+2R)^2}>0.$$

Fewer interfaces per length mean less resistance, and $\kappa$ approaches $1/\rho$. For $\tau=0.1$ ps, the increase of $L/\kappa$ between $N=32$ and $N=48$ agrees with the independently computed bulk $\rho$ to the four decimals printed.

A falling coherent branch and a rising series branch allow a minimum but do not guarantee one. If $\gamma$ is large, transfer between bands can gain more than the coherent term loses, and $\kappa$ then rises from the shortest period onward.

## How large the effect is

The example uses rough, round parameters in the regime of silicon/germanium superlattices: masses 28 and 73 u, $a=0.28$ nm, and a top light-crystal frequency of 15 THz. That top frequency is $\sqrt{12K/m}/2\pi$, so $\sqrt{K/m}=27.2$ rad/ps. The main lifetime is 0.5 ps, or $\gamma=0.0735\sqrt{K/m}$.

In reduced form, the coherent conductivity is $3k_B\sqrt{K/m}/a=4.025$ W/(m K), times the mean square velocity in units of $a^2K/m$, divided by the reduced $\gamma$. For $N=4$,

$$\kappa_{\rm coh}=\frac{4.025\times0.00469}{0.0735}=0.257\ \mathrm{W/(m\,K)}.$$

For the series law, the bulk values 5.740 and 2.202 W/(m K) give $\rho=0.314$ m K/W. At $N=64$, $L=17.92$ nm and $\kappa=1.338$ W/(m K), so

$$2R=\frac{17.92}{1.338}-0.314\times17.92=7.76\ \mathrm{m^2K/GW},$$

or $R=3.88$ m² K/GW. The value from $N=48$ is 3.83, so $R$ has nearly settled. Holding $R$ at 3.88 for every period gives the last column below; all conductivities are in W/(m K). Finer sampling of the in-plane wavevectors moves the full and miniband entries by up to about 0.004.

| $N$ | $L$ (nm) | full | miniband | series |
|---:|---:|---:|---:|---:|
| 2 | 0.56 | 0.725 | 0.708 | 0.071 |
| 4 | 1.12 | 0.327 | 0.257 | 0.138 |
| 8 | 2.24 | 0.391 | 0.209 | 0.265 |
| 16 | 4.48 | 0.569 | 0.193 | 0.489 |

The lowest sampled conductivity is at $N=4$, a factor 2.2 below $N=2$. Relative to the full result, the miniband formula is 2% low at $N=2$ and 66% low at $N=16$. The series law is 90% low at $N=2$ and 14% low at $N=16$. At $N=8$ both are low by at least 30%.

The upturn begins before the series law is accurate. From $N=4$ to $N=8$ the miniband part falls by 0.048 W/(m K), while the remainder grows from 0.070 to 0.182. Scattering-assisted transfer starts the rise. The picture of independent interfaces describes its later course: the apparent $R$ is 0.30 m² K/GW at $N=2$ and 2.5 at $N=8$, well below its long-period value.

Doubling the lifetime to 1 ps separates the two terms. At $N=4$, $\kappa_{\rm coh}$ doubles to 0.514 and the full value is 0.550, leaving 0.036 W/(m K). This is half the earlier remainder, as $B_N\gamma$ requires. At $N=8$ the remainder falls only from 0.18 to 0.11, so the two-term form does not hold there. The lowest sampled point moves to $N=6$ and lies a factor 2.75 below $N=2$. At 0.1 ps, $\kappa$ rises throughout the sampled range, from 0.216 at $N=2$ to 0.558 at $N=48$, and there is no minimum. The light crystal's rms free path is then about 0.25 nm, less than one plane spacing.

## What disorder changes

Shuffling layer thicknesses separates phase order from interface count. Each 36-plane repeat contained three layers of one, two and three planes of each material, which keeps the composition and interface density of the regular $N=4$ stack. Averaged over three arrangements, $\kappa$ was 0.84 of the regular value at 0.5 ps and 0.48 at 1 ps. Single arrangements scatter by about 0.03, and ten arrangements with finer wavevector sampling average 0.82 and 0.45. In absolute terms the shuffled stacks give about 0.27 and 0.25 W/(m K), while the regular stack rises from 0.33 to 0.55. The gain from a longer lifetime therefore depends on regular order.

For thick layers the order matters little at this lifetime. Replacing 16-plane layers by layers of 12 and 20 planes at 0.5 ps changed $\kappa$ by 0.6%. If lifetimes are so long that phonons cross several layers, order matters again.

Atomic mixing also threatens coherence. Let $g$ be the variance of the relative mass and $D(\omega)$ the density of modes per atom and polarization, normalized to one. A relative mass change $\epsilon_j$ perturbs the eigenvalue problem for $\omega^2$ by $-\omega^2\epsilon_j$. To second order this gives $\omega^2$ an imaginary part of size $g\omega^4\pi D/(2\omega)$, because the density of modes in $\omega^2$ is $D/(2\omega)$. The amplitude decays at this size divided by $2\omega$, and the energy at twice that rate:

$$\Gamma=\frac\pi2g\omega^2D(\omega).$$

In a simulated chain with 5% rms mass variation, $s=2$ and $ka=\pi/2$, the decay rate was 1.03 times this value. For a fraction $c$ of swapped atoms, $g=c(1-c)(M-m)^2/\bar m^2$ with $\bar m=(m+M)/2$. Averaged over the modes of a cubic crystal of mass $\bar m$, the formula would make $\Gamma$ equal to $\gamma$ for $\tau=0.5$ ps at $c\simeq2.4\%$. That number should not be trusted. The formula needs small mass changes, and a swapped atom differs from the atom it replaces by about 0.9 of the mean mass. Repeated scattering from the same atom then lowers the average rate several times, so the fraction needed is nearer ten percent than two.

## Comparison with real layers, and what to do

Bulk silicon and germanium conduct very roughly 150 and 60 W/(m K) at room temperature, so the model's 5.7 and 2.2 are far from typical of pure crystals. They reflect one short lifetime for every phonon. Real lifetimes depend on frequency: a rate proportional to $\omega^2$ with the same mode average raises the model's light bulk conductivity by a factor of roughly 2.5. Quantum heat capacity at 300 K lowers it by 17%. Neither correction was carried through the superlattice. The assumption of sharp interfaces is easily broken, since mixing across even one plane affects a large share of the atoms when a period has only a few planes. Spring contrast, strain, true polarizations and electronic heat are also omitted. The positions and depths above therefore illustrate a mechanism and do not predict a measured silicon/germanium minimum.

For a calculation, compare the period with the free paths of the phonons that carry the heat, not with one average. Use miniband velocities alone only when the gaps exceed the linewidths, the order persists over several periods, and transfer between bands is small beside the miniband term. Gaps wider than the linewidth are not enough: at $N=4$ and 0.5 ps the miniband formula is already 21% low. Use series resistances when $R$ extracted at two long periods agrees. Between these limits, include transfer between bands and local energy conservation, and scan the period.

For design, the model supports a conditional rule. If low conductivity is wanted and interfaces are sharp, the shortest period need not be the best, and irregular thicknesses can do better than a regular stack at the same interface density. If heat must escape, periods much longer than the free paths are the safer choice, because their conductivity hardly relies on phase order. In pure silicon and germanium, free paths reach about 100 nm or more, so this means periods far longer than those in the table. In such a strained pair, layers that thick may form dislocations, which the model leaves out. The numerical output gives the remaining periods and lifetimes.

## Values computed for the example and the checks

```
light, heavy mass: 28, 73 u; ratio 2.607
plane spacing: 0.28 nm
top light-crystal frequency: 15 THz
frequency unit sqrt(K/m): 27.21 rad/ps
light sound speed: 7.62 km/s
conductivity unit 3 kB w0/a: 4.025 W/(m K)
gamma/w0 for 0.1, 0.5, 1 ps: 0.3676 0.0735 0.0368
light rms cross-plane speed: 2.467 km/s
light rms free path, 0.5 ps: 1.23 nm
longest light free path, 0.5 ps: 3.81 nm
bulk light, 0.5 ps: 5.740 W/(m K)
bulk heavy, 0.5 ps: 2.202 W/(m K)
N, period (nm), kappa in W/(m K) at 0.1, 0.5, 1 ps
 2   0.56 0.2163 0.7253 1.4239
 4   1.12 0.2488 0.3270 0.5497
 6   1.68 0.3057 0.3510 0.5178
 8   2.24 0.3485 0.3905 0.5308
10   2.80 0.3819 0.4321 0.5413
12   3.36 0.4085 0.4788 0.5746
16   4.48 0.4481 0.5692 0.6549
24   6.72 0.4970 0.7329 0.8014
32   8.96 0.5258 0.8796 0.9416
48  13.44 0.5581 1.1315 1.2038
64  17.92 (0.5 ps only) 1.3380
N at lowest sampled kappa, 0.1/0.5/1 ps: 2 4 6
kappa(N=2)/lowest, 0.1/0.5/1 ps: 1.000 2.218 2.750
N=2: miniband <v^2>/(a w0)^2 = 0.01292, coherent kappa 0.7076 W/(m K)
N=4: miniband <v^2>/(a w0)^2 = 0.00469, coherent kappa 0.2568 W/(m K)
N=8: miniband <v^2>/(a w0)^2 = 0.00381, coherent kappa 0.2086 W/(m K)
N=16: miniband <v^2>/(a w0)^2 = 0.00352, coherent kappa 0.1927 W/(m K)
N=2: apparent R per interface 0.298 m^2 K/GW
N=8: apparent R per interface 2.516 m^2 K/GW
N=48: apparent R per interface 3.828 m^2 K/GW
N=64: apparent R per interface 3.882 m^2 K/GW
finite chain, Bloch (reduced): 0.15819, 0.15815
folded/unfolded uniform crystal: 0.9995
weak-damping kappa/miniband formula: 1.0006
series slope/bulk resistivity, 0.1 ps: 1.0000
shuffled/periodic, mean N=4, 0.5 ps: 0.837
shuffled/periodic, mean N=4, 1 ps: 0.480
uneven/periodic, mean N=32, 0.5 ps: 1.006
in-plane sampling error at N=8: -0.28 %
disorder rate, simulated/golden rule: 1.033
quantum/classical bulk kappa, 300 K: 0.834
bulk kappa factor, rate ~ w^2: 2.406
swapped atoms for disorder rate = gamma: 2.38 %
```
